# Diffraction centre of mass as a probe-averaged projected electric field

A focused beam of fast electrons crosses a thin lamella cut through a p–n junction. Far below the lamella the beam forms a bright disc, and when the probe stands on the junction the intensity in that disc moves sideways by about ten microradians. A classical electron would be deflected by the field along its path. The probe, however, is a wave a few nanometres wide, the field changes across it, and the disc may change its internal intensity as well as its position. The question is which property of the field is given by the centre of mass of the pattern.

## The wave and its conventions

The beam runs along $z$, and $\mathbf r=(x,y)$ is transverse. The electron has charge $-e$, with $e>0$, speed $v$, Lorentz factor $\gamma$ and momentum $\hbar k_0=\gamma mv$. The specimen has a static electrostatic potential $\phi(\mathbf r,z)$, so the potential energy is $U=-e\phi$. There is no magnetic field in the specimen, scattering is elastic, and spin is omitted.

For total energy $W=\gamma mc^2$ the relativistic wave equation is
$$\hbar^2c^2\nabla^2\Psi+\left[(W-U)^2-m^2c^4\right]\Psi=0 .$$
Use $W^2-m^2c^4=\hbar^2k_0^2c^2$, drop $U^2$ beside $2WU$, and divide by $\hbar^2c^2$:
$$\nabla^2\Psi+\left[k_0^2-\frac{2\gamma mU}{\hbar^2}\right]\Psi=0 .$$
Now put $\Psi=e^{ik_0z}\psi$. The second $z$-derivative gives $-k_0^2\psi+2ik_0\partial_z\psi+\partial_z^2\psi$ times the plane wave. The terms in $k_0^2$ cancel. The envelope varies slowly over a wavelength, so $\partial_z^2\psi$ is dropped. Multiplication by $\hbar^2/(2\gamma m)$ leaves
$$i\hbar v\,\partial_z\psi=H\psi,\qquad H=\frac{p_\perp^2}{2\gamma m}+U,\qquad \mathbf p_\perp=-i\hbar\nabla_\perp. \tag{1}$$
Depth $z$ plays the part of time, with $dz=v\,dt$. Since $H$ is Hermitian, $\int|\psi|^2d^2r$ keeps its value, set to 1.

The far-field intensity is $|\tilde\psi(\mathbf k)|^2$, where $\tilde\psi$ is the normalized Fourier transform of the exit wave. An electron with transverse wave vector $\mathbf k$ arrives at the small angle $\boldsymbol\theta=\mathbf k/k_0$. The centre of mass is therefore
$$\langle\boldsymbol\theta\rangle=\frac1{k_0}\int\mathbf k\,|\tilde\psi|^2d^2k=\frac{\langle\mathbf p_\perp\rangle}{\hbar k_0}. \tag{2}$$
Free flight after the specimen multiplies $\tilde\psi$ by a phase factor and does not alter this moment. Equation (2) requires the detector to collect all scattered electrons.

## First derivation: Ehrenfest's theorem

From (1), $\partial_z\psi=H\psi/(i\hbar v)$. For an operator $A$ without explicit $z$-dependence, the derivatives of $\psi$ and $\psi^*$ combine to
$$\frac{d\langle A\rangle}{dz}=\frac1{i\hbar v}\langle AH-HA\rangle .$$
Take $A=\mathbf p_\perp$. The kinetic term commutes with it. The potential term gives $[\mathbf p_\perp,U]\psi=-i\hbar\nabla_\perp(U\psi)+i\hbar U\nabla_\perp\psi=-i\hbar(\nabla_\perp U)\psi$. Hence
$$\frac{d\langle\mathbf p_\perp\rangle}{dz}=-\frac1v\langle\nabla_\perp U\rangle=-\frac ev\langle\mathbf E_\perp\rangle,$$
because $\nabla_\perp U=-e\nabla_\perp\phi=e\mathbf E_\perp$. This is the force $-e\mathbf E_\perp$ acting for a time $dz/v$. Integration through the specimen gives
$$\Delta\langle\mathbf p_\perp\rangle=-\frac ev\int dz\int d^2r\,|\psi(\mathbf r,z)|^2\,\mathbf E_\perp(\mathbf r,z). \tag{3}$$
Within the model (1) this holds for any thickness. The difference is taken from the entrance value, which is also the value recorded in vacuum.

Equation (3) is not yet a measurement of the specimen alone, because the intensity inside depends on the field. Let the specimen be thin enough that $|\psi|^2$ keeps its entrance form $I_0(\mathbf r-\mathbf R)$, with the probe at $\mathbf R$. Only the field then depends on $z$, and its integral is $\mathbf E_{\rm proj}(\mathbf r)=\int\mathbf E_\perp dz$. With $p=\hbar k_0$,
$$\boxed{\;\Delta\langle\boldsymbol\theta\rangle(\mathbf R)=-\frac{e}{pv}\int I_0(\mathbf r-\mathbf R)\,\mathbf E_{\rm proj}(\mathbf r)\,d^2r\;} \tag{4}$$
The measured quantity is an average over the probe intensity. Aberrations enter through $I_0$ alone. If $\mathbf E_{\rm proj}$ is constant over the probe, the average is the local value.

### How thin is thin

The error of freezing the intensity can be found for a one-dimensional potential independent of $z$ and a real entrance wave, such as a Gaussian at its waist. Write $u=U/\hbar v$, $f=-u'$ and $k=-i\partial_x$. Then $i\partial_z\psi=h\psi$ with $h=k^2/2k_0+u$. It follows that $d\langle A\rangle/dz=i\langle[h,A]\rangle$ and $d\langle k\rangle/dz=\langle f\rangle$.

Since $[k,f]=-if'$, one has $[k^2,f]=-i(kf'+f'k)$, and
$$\frac{d\langle f\rangle}{dz}=\langle B\rangle,\qquad B=\frac{kf'+f'k}{2k_0}.$$
For a real wave $\langle B\rangle=0$, because $\int\psi f'(-i\psi')dx$ is imaginary and $\langle B\rangle$ contains twice its real part.

The next derivative has two parts. From $[u,k]=iu'=-if$, the potential contributes $i[u,B]=ff'/k_0$. With $g=f''$, the kinetic term contributes
$$\frac{i}{2k_0}[k^2,B]=\frac{k(kg+gk)+(kg+gk)k}{4k_0^2}=\frac{k^2g+2kgk+gk^2}{4k_0^2}.$$
Here $k^2g+gk^2-2kgk=[k,[k,g]]=-g''$, so this equals $kgk/k_0^2-g''/4k_0^2$.

Because $h$ is real, a real entrance wave obeys $\psi(x,-z)=\psi^*(x,z)$. Thus $\langle f\rangle$ is even in $z$ and has no cubic term. Integrating its expansion from 0 to $t$ gives
$$\Delta\langle k\rangle=t\langle f\rangle_0+\frac{t^3}{6}\left[\frac{\langle kf''k\rangle}{k_0^2}-\frac{\langle f''''\rangle}{4k_0^2}+\frac{\langle f'f\rangle}{k_0}\right]_0+O(t^5). \tag{5}$$
The first two bracketed terms describe free spreading of the probe. The third describes its motion under the force. If the projected potential is held fixed while the specimen is compressed, then $f=F/t$ with $F$ fixed. The third term becomes $t\langle F'F\rangle/6k_0$, linear in thickness, while the spreading terms are quadratic. At fixed $F$ the omitted $t^5$ order also contributes at quadratic order, through terms cubic in $F$ that matter for strong potentials.

Equation (5) was tested numerically at 200 keV. The potential was a Gaussian of height 30 V and standard deviation 0.08 nm, and the probe intensity was a Gaussian of standard deviation 0.03 nm. At $t=0.25$ nm, with the probe 0.05 nm from the centre, the departure from the linear term is 0.9998 times the cubic term of (5). At 0.13 nm the ratio is 0.980. There the three terms cancel down to 1.6% of the sum of their magnitudes, so the next order counts sooner. Eliminating that order by combining 0.25 and 0.5 nm brings the ratio to 0.99998.

For 40 nm of the same potential, with the probe at 0.13 nm, the diffraction moment shifts by $-4.81$ rad/nm. Equation (3), evaluated with the evolving intensity, gives the same value. The frozen intensity gives $-45.8$ rad/nm. Ehrenfest's theorem still holds here, but reading the shift as an average over the entrance probe fails by almost a factor of ten. The factor depends strongly on depth: it is 1.6 at 20 nm and 3.1 at 30 nm, and the shift changes sign between 45 and 50 nm.

## Second derivation: the transmitted wave

The same result can be reached without a rate equation for the momentum. Neglect the transverse kinetic term in (1) inside the specimen. At each $\mathbf r$ the equation is then $i\hbar v\,\partial_z\psi=U\psi$, which integrates to
$$\psi_{\rm exit}(\mathbf r)=\psi_0(\mathbf r-\mathbf R)\,e^{i\sigma\Phi(\mathbf r)},\qquad \Phi=\int\phi\,dz,\qquad \sigma=\frac{e}{\hbar v}. \tag{6}$$
The sign in the exponent is positive because $-U/\hbar v=+\sigma\phi$.

Multiplication of $\tilde\psi$ by $\mathbf k$ corresponds to $-i\nabla$ acting on $\psi$. Parseval's theorem turns the first moment of the pattern into
$$\langle\mathbf k\rangle=\int\psi_{\rm exit}^*(-i\nabla)\psi_{\rm exit}\,d^2r .$$
The product rule gives
$$-i\nabla\psi_{\rm exit}=e^{i\sigma\Phi}\left[-i\nabla\psi_0+\sigma(\nabla\Phi)\psi_0\right].$$
On multiplication by $\psi_{\rm exit}^*$ the phase factors cancel:
$$\langle\mathbf k\rangle=\int\psi_0^*(-i\nabla)\psi_0\,d^2r+\sigma\int|\psi_0|^2\,\nabla\Phi\,d^2r .$$
The first term is the vacuum centre of mass. It does not depend on $\mathbf R$, and it need not vanish if the aperture is off centre. In the second, $\nabla\Phi=-\mathbf E_{\rm proj}$ and $|\psi_0|^2=I_0(\mathbf r-\mathbf R)$. Division by $k_0$, with $\sigma/k_0=e/(\hbar k_0v)=e/pv$, gives (4) again.

No expansion in $\sigma\Phi$ has been made, so the phase may be large. The field may also vary within the probe. If it is uniform there, the added phase is linear in $\mathbf r$ and the whole pattern shifts rigidly. Otherwise intensity is in general redistributed, inside the disc and outside it, while its first moment still obeys (4).

An asymmetric case with a peak phase of 0.74 rad was computed at 200 keV. Two Gaussian columns had projected potentials of 100 and 60 V nm and standard deviations of 0.05 and 0.06 nm. The 20 mrad aperture was displaced off axis, and the probe carried 8 nm of defocus and a cubic phase aberration. At three probe positions the pattern moment and the field average agreed to $4\times10^{-15}$ of the shift. Keeping only the electrons inside the original disc changed the shift by 12% to about 30% of its full value. The condition on the detector is therefore a real one.

## What each derivation assumes

Both derivations need the paraxial equation, elastic scattering, a purely electrostatic specimen and complete collection. They differ in what must stay unchanged inside the specimen.

The second neglects transverse propagation and so fixes the entire exit wave. In return it predicts the whole diffraction pattern, including the redistribution within the disc. The first predicts one moment and asks for less: the field average in (3) must be the same as with the entrance intensity. A field uniform in $\mathbf r$ shows the difference. The inner integral in (3) then equals $\mathbf E_\perp(z)$ for any normalized wave, so (4) holds at any thickness, even where the probe spreads and (6) is a poor description of the wave.

The first derivation also shows what replaces (4) when it fails. Equation (3) remains, with an intensity that must be calculated, and (5) sizes the first correction for a real entrance wave and a potential independent of depth. For a potential that varies with depth, the linear error was tested with two overlapping wells weighted towards opposite faces of the specimen. At fixed projected potential, going from 0.05 to 0.10 nm multiplied the error by 2.01.

## A junction in a lamella

Take a 200 keV beam, for which $pv=343.7$ keV, and a probe of semi-angle $\alpha=0.5$ mrad. The lamella is $t=100$ nm thick. It contains an abrupt junction with $N=10^{18}$ cm$^{-3}$ on each side, relative permittivity 11.7 and a rough intrinsic density $n_i=10^{10}$ cm$^{-3}$ at 300 K. The n side lies at $x<0$, so the field points towards $+x$.

The built-in voltage is $V_b=2(k_BT/e)\ln(N/n_i)=0.952$ V. In the depletion approximation each side carries charge density $\pm eN$ over a width $h$. The field is a triangle with peak $E_0=eNh/\varepsilon$ and area $E_0h=V_b$. Therefore $2h=2\sqrt{\varepsilon V_b/eN}=49.6$ nm, and
$$E_0=\frac{2\times0.952\ \text{V}}{49.6\ \text{nm}}=0.0384\ \text{V/nm}=0.384\ \text{MV/cm}.$$
Without probe averaging the deflection would be $-3.84\ \text{V}/343.7\ \text{kV}=-11.2$ µrad.

For the average, let $K=k_0\alpha$ be the aperture radius. For a focused probe without aberrations, the Fourier transform of $I_0$ is the autocorrelation of the aperture: the overlap area of two discs of radius $K$ displaced by $q$, divided by $\pi K^2$,
$$T(q)=\frac2\pi\left[\arccos s-s\sqrt{1-s^2}\right],\qquad s=\frac{q}{2K}\le1 .$$
The transform of the triangular field follows from one integration by parts:
$$\tilde E(q)=2E_0\int_0^h\left(1-\frac xh\right)\cos qx\,dx=\frac{2E_0(1-\cos qh)}{q^2h}=V_b\left[\frac{\sin(qh/2)}{qh/2}\right]^2 .$$
A correlation in position is a product in $q$, and both factors are real and even. Hence
$$\bar E(R)=\frac1\pi\int_0^{2K}\tilde E(q)\,T(q)\cos(qR)\,dq .$$

At $R=0$, 12 and 24 nm this gives 0.357, 0.195 and 0.020 MV/cm. The local triangular field at these places is 0.384, 0.198 and 0.013 MV/cm. The probe lowers the peak by 7% of its local value and raises the reading near the depletion edge, although its Airy radius is only 3.06 nm. At the centre (4) predicts
$$\Delta\langle\theta_x\rangle=-\frac{0.0357\ \text{V/nm}\times100\ \text{nm}}{343.7\ \text{kV}}=-10.4\ \text{µrad}.$$
An independent wave calculation of the pattern gives $-10.38$ µrad there, and $-5.68$ and $-0.57$ µrad at the other two positions. Including propagation inside the lamella changes the central value by about two parts in a million. For this smooth model field, 100 nm is thin.

Counting noise sets the dose. A uniformly filled disc has angular variance $\alpha^2/4$ along each axis, so the centre of mass of $N_e$ independent electrons has a standard error $\alpha/(2\sqrt{N_e})$. If the vacuum reference adds negligible noise, a signal ten times this error needs $N_e=(10\times250/10.38)^2\approx5.8\times10^4$ electrons with an ideal detector. This counts the bare disc of the smooth model and is a lower bound. Complete collection also records electrons at large angles, which add variance even when they add no mean shift. One per cent of the intensity in a balanced pair of beams at 13 mrad along $x$ raises the number to $1.7\times10^6$. Plasmon scattering with a mean free path of 150 nm and a cutoff of 3 to 5 mrad raises it to roughly $4$ to $8\times10^5$.

The parameters are rough values in the regime of a highly doped silicon junction, but a real lamella breaks several assumptions. One delicate assumption is the smooth potential. For a lattice spacing of roughly 0.19 nm, diffracted beams lie about 13 mrad from the axis, so an uncompensated fraction of $8\times10^{-4}$ of the intensity in one of them equals the whole junction signal. Two surface layers with an effective field-free thickness of roughly 10 nm each would remove 20% of the signal. The tangential field is continuous at their inner boundary, so physical layers of that thickness need not be field-free: charge-free 10 nm layers that end on an equipotential surface remove about 11%. If the bulk potential persists unchanged up to both bare surfaces, each Fourier component of the field decays into vacuum as $e^{-|q|z}$ and adds $2/|q|$ of path from the two sides. With junctions of alternating sense every 512 nm, this adds 2.47 V to the local peak of 3.84 V, a number that depends on the spacing and on the assumed surface potential. A thickness wedge of 1° with a mean inner potential near 12 V contributes 0.21 V. Mobile carriers lower the peak field by 3%, and they round the depletion edge over a Debye length of 4 nm. At 24 nm the local field becomes 0.035 MV/cm and the probe average 0.039 MV/cm, so the values given above for that position belong to the triangular model only. For a mean free path of roughly 150 nm, 49% of the electrons scatter inelastically. Their effect on the centre of mass is not calculated here, nor is the photovoltage produced by the beam. Dividing a measured projected field by the lamella thickness therefore gives the probe-averaged junction field only when the stray contributions and the loss in dead layers have been excluded or corrected. The remaining inputs and sizes are listed in the numerical output below.

## Calculated quantities

```
Beam energy: 200 keV
Speed / speed of light: 0.6953
Wavelength: 2.508 pm
Momentum times speed pv: 343.7 keV
Interaction constant sigma: 0.007288 rad/(V nm)
Test: thin identity, worst relative error: 4.0e-15
Test: largest relative error, detector cut to disc: 0.313
Test: thick specimen thickness: 40 nm
Test: thick shift, from diffraction: -4.81053 rad/nm
Test: thick shift, Ehrenfest integral: -4.81053 rad/nm
Test: thick shift, frozen intensity: -45.83021 rad/nm
Test: departure/cubic law, probe 0.05 nm, t=0.25 nm: 0.99978
  same, next order eliminated: 1.000000
  share of cubic terms left after cancellation: 1.000
Test: departure/cubic law, probe 0.13 nm, t=0.25 nm: 0.98047
  same, next order eliminated: 0.999978
  share of cubic terms left after cancellation: 0.016
Test: error ratio on doubling thickness: 2.012
Lamella thickness: 100 nm
Probe semi-angle: 0.5 mrad
Probe Airy radius: 3.06 nm
Doping on each side: 1.0e+18 cm^-3
Intrinsic density (rough): 1.0e+10 cm^-3
Relative permittivity: 11.7
Temperature: 300 K
Built-in voltage: 0.952 V
Depletion width: 49.6 nm
Peak field: 0.384 MV/cm
Peak projected field: 3.838 V
Deflection without probe averaging: -11.17 urad
Probe-averaged field at x=0 nm: 0.3568 MV/cm
Wave-computed deflection at x=0 nm: -10.377 urad
Probe-averaged field at x=12 nm: 0.1952 MV/cm
Wave-computed deflection at x=12 nm: -5.678 urad
Probe-averaged field at x=24 nm: 0.0196 MV/cm
Wave-computed deflection at x=24 nm: -0.571 urad
Field recovered from deflection at x=0: 0.3567 MV/cm
Relative change from propagation in lamella: -1.6e-06
Probe cone spread alpha*t: 0.050 nm
Peak field with mobile carriers / depletion value: 0.972
Debye length: 4.09 nm
Dead layer per surface (rough): 10 nm
Signal lost to two dead layers: 20 %
Unscreened fringe projected field, 512 nm spacing: 2.47 V
Mean inner potential (rough): 12 V
Projected field of a 1 degree wedge: 0.209 V
Inelastic mean free path (rough): 150 nm
Inelastically scattered fraction: 0.49
Bragg angle between beams, spacing 0.19 nm (rough): 13.2 mrad
Bragg beam imbalance equal to signal: 7.9e-04
Doping / band density of states 3e19 cm^-3 (rough): 0.033
Peak field / breakdown field 1 MV/cm (rough): 0.38
Electrons for signal-to-noise 10 at x=0: 5.80e+04
```
